# When a staggered mesh removes the 1/N error of RPA

On a mesh of \(16^3\) k points, shifting the virtual states by half a mesh step lowers the error of the RPA correlation energy of a cubic model insulator from \(5.56\times10^{-4}\) to \(2.08\times10^{-6}\) mHa per cell, a factor of 268. The same shift applied to an insulator made of weakly coupled chains raises the error from \(3.37\times10^{-5}\) to \(1.40\times10^{-3}\) mHa, a factor of 41. Both factors refer to an unshifted mesh that drops the point \(\mathbf q=0\) altogether. Both calculations avoid the Coulomb divergence at \(\mathbf q=0\), so avoiding it cannot by itself explain the gain. The explanation lies in how the integrand depends on the direction from which \(\mathbf q=0\) is approached.

## The energy and the two meshes

We treat a three-dimensional, spin-unpolarised insulator with a finite gap and time-reversal symmetry. Its orbitals and band energies come from a fixed periodic local potential, so they carry no finite-size error of their own. Orbital energies from Hartree–Fock would add an exchange error that is not analysed here. Atomic units are used.

Let \(N=n^3\) be the number of k points. The direct RPA correlation energy per cell is the Brillouin-zone average of

\[
F(\mathbf q)=\int_0^\infty\frac{d\omega}{2\pi}\,
\mathrm{Tr}\left[\ln(1-\chi_0V)+\chi_0V\right],
\]

where \(\chi_0(\mathbf q,i\omega)\) is the independent-particle response and \(V(\mathbf q)\) the Coulomb matrix.

Place the occupied states on a uniform mesh \(K\) containing \(\Gamma\), and the virtual states on \(K+\mathbf s\), where \(\mathbf s\) is half a mesh step along each reciprocal axis. An excitation from \(\mathbf k\) to \(\mathbf k+\mathbf q\) then has \(\mathbf q\in K+\mathbf s\), which excludes zero. The response also contains pairs with an occupied state at \(\mathbf k\) and a virtual state at \(\mathbf k-\mathbf q\). These are available too, because \(2\mathbf s\) is a mesh vector and hence \(K-\mathbf s=K+\mathbf s\). With time reversal this closure is not required: \(K-\mathbf s=-(K+\mathbf s)\) for any shift, so the states at \(\mathbf k-\mathbf q\) are time-reversed partners of states already computed. The half step is convenient because, on a simple cubic mesh, it keeps the reflection and permutation symmetry of the \(\mathbf q\) points, which is used below. It is neither the only admissible shift nor necessarily the one with the smallest error.

Number the pairs at fixed \(\mathbf q\) by \(p\), with excitation energy \(\Delta_p>0\) and transition density \(\rho_{\mu p}\). Time reversal maps the second kind of pair onto the first, so the two contributions add to

\[
\frac1{\Delta_p+i\omega}+\frac1{\Delta_p-i\omega}
=\frac{2\Delta_p}{\Delta_p^2+\omega^2},
\qquad
\chi_{0,\mu\nu}=-\frac2N\sum_p
\frac{2\Delta_p}{\Delta_p^2+\omega^2}\,\rho_{\mu p}\rho_{\nu p}^* .
\]

The prefactor 2 counts spin. The algorithm is as follows.

1. Diagonalise the one-electron Hamiltonian on \(K\) and on \(K+\mathbf s\).
2. For each \(\mathbf q\in K+\mathbf s\), form all pairs \(\mathbf k\to\mathbf k+\mathbf q\). If the virtual point is folded back into the first zone, include the corresponding reciprocal-lattice phase.
3. Build \(\chi_0\) and \(V\), integrate over \(\omega\), and average \(F\) over the \(N\) values of \(\mathbf q\).

The standard method uses \(K\) for both sets of states and here omits \(\mathbf q=0\) entirely. The comparisons below depend on this convention. If only the divergent \(\mathbf G=0\) row and column are dropped and the finite remainder at \(\mathbf q=0\) is kept (\(-0.41\) mHa for the cubic model, \(-0.81\) mHa for the chains, each entering with weight \(1/N\)), then at \(n=16\) staggering gains a factor of 220 instead of 268 in the cubic model and loses a factor of about 8 instead of 41 in the chain model.

### A check through excitation energies

Define \(\mathcal K=(2/N)\rho^\dagger V\rho\) and let \(\Delta\) be the diagonal matrix of the \(\Delta_p\). The identity \(\det(1+AB)=\det(1+BA)\) moves the determinant into the space of pairs:

\[
\det(1-\chi_0V)=
\frac{\det(\Delta^2+\omega^2+2\Delta^{1/2}\mathcal K\Delta^{1/2})}
{\det(\Delta^2+\omega^2)}
=\prod_p\frac{\Omega_p^2+\omega^2}{\Delta_p^2+\omega^2},
\]

where \(\Omega_p^2\) are the eigenvalues of \(\Delta^2+2\Delta^{1/2}\mathcal K\Delta^{1/2}\). The two integrals needed are

\[
\int_0^\infty\ln\frac{\Omega^2+\omega^2}{\Delta^2+\omega^2}\,d\omega=\pi(\Omega-\Delta),
\qquad
\int_0^\infty\frac{2\Delta}{\Delta^2+\omega^2}\,d\omega=\pi .
\]

Since \(\mathrm{Tr}\,\chi_0V=-\sum_p2\Delta_p\mathcal K_{pp}/(\Delta_p^2+\omega^2)\), division by \(2\pi\) gives

\[
F(\mathbf q)=\frac12\sum_p(\Omega_p-\Delta_p-\mathcal K_{pp}).
\]

For \(n=4\), with the two orbital sets diagonalised separately, this formula and the frequency integral both give \(-1.0745217\) mHa for the cubic model.

## Where the algebraic error arises

At fixed \(\mathbf q\), the sum over \(\mathbf k\) is a uniform-mesh average of a periodic function. For an isolated set of occupied bands, this function, summed over bands, is analytic in \(\mathbf k\), so the average converges exponentially in \(n\). Division by \(q^2\) in the Coulomb interaction does not spoil this: orthogonality makes the long-wavelength transition density \(O(q)\) at every \(\mathbf k\), and the response contains its square. At one test value of \(\mathbf q\) in the cubic model, the error of \(F\) falls from \(5.2\times10^{-3}\) to \(1.7\times10^{-6}\) and then \(1.5\times10^{-9}\) mHa for \(n=4,8,12\). In a metal the gap closes and this argument fails.

The error that decays as a power of \(N\) therefore comes from the sum over \(\mathbf q\), and its source is the point \(\mathbf q=0\).

### The directional limit

Use the symmetrised matrix \(1-V^{1/2}\chi_0V^{1/2}\) in reciprocal-lattice components. As \(\mathbf q\to0\) along the Cartesian unit vector \(\hat{\mathbf q}\), it becomes

\[
\begin{pmatrix}
1+\hat{\mathbf q}\cdot H\hat{\mathbf q} & \hat{\mathbf q}\cdot W\\
W^\dagger\hat{\mathbf q} & B
\end{pmatrix}.
\]

The head tensor \(H\), the wings \(W\) and the body \(B\) depend on \(\omega\) but not on \(\hat{\mathbf q}\). Eliminating the body block gives

\[
\det(1-\chi_0V)\to
\det B\;\hat{\mathbf q}\cdot\varepsilon_M\hat{\mathbf q},
\qquad
\varepsilon_M=1+H-WB^{-1}W^\dagger .
\]

Thus \(\varepsilon_M\) is the macroscopic dielectric tensor with RPA local fields. The trace contains the diagonal blocks alone and so involves \(H\) without the local-field term:

\[
f_0(\hat{\mathbf q})=\int_0^\infty\frac{d\omega}{2\pi}
\left[\ln(\hat{\mathbf q}\cdot\varepsilon_M\hat{\mathbf q})
-\hat{\mathbf q}\cdot H\hat{\mathbf q}
+\ln\det B+\mathrm{Tr}(1-B)\right].
\]

The integrand \(F\) is bounded at \(\mathbf q=0\), but if \(f_0\) varies with direction it has no unique value there. In a cubic crystal both tensors are multiples of the identity and \(f_0\) is a constant.

For small \(\mathbf q\), \(F=f_0+F_2+\cdots\), where \(F_2\) is homogeneous of degree two. At each frequency, every term after \(f_0\) is a polynomial divided by powers of the even quadratic forms \(|\mathbf q|^2\) and \(\mathbf q\cdot\varepsilon_M\mathbf q\) (with \(\mathbf q\) Cartesian), so terms of odd degree are odd in \(\mathbf q\). Time reversal gives \(F(\mathbf q)=F(-\mathbf q)\) and removes them.

## The error constant

Write \(\mathbf q\) in reduced coordinates, so that the zone has unit volume and the mesh points are \(\mathbf q=\mathbf x/n\) with \(\mathbf x=\mathbf m+\mathbf s\) and integer \(\mathbf m\). From here \(\mathbf s\) is measured in mesh steps: \(\mathbf s=(\tfrac12,\tfrac12,\tfrac12)\) for the staggered method and \(\mathbf s=0\) for the standard one.

Consider a function \(g\) that is smooth except for a homogeneous term of degree \(d\) at the origin, and that is cut off smoothly away from it. Poisson summation gives the error of the shifted mesh as

\[
\frac1{n^3}\sum_{\mathbf m}g(\mathbf x/n)-\int g\,d^3q
=\sum_{\mathbf p\ne0}e^{2\pi i\mathbf p\cdot\mathbf s}\,\hat g(n\mathbf p),
\qquad
\hat g(\boldsymbol\kappa)=\int g(\mathbf q)e^{-2\pi i\boldsymbol\kappa\cdot\mathbf q}d^3q .
\]

A homogeneous function of degree \(d\) has a Fourier transform of degree \(-3-d\). The smooth cut-off changes the transform at large \(\kappa\) by a rapidly decreasing amount. The error is therefore of order \(n^{-3-d}\): \(N^{-1}\) for \(d=0\) and \(N^{-5/3}\) for \(d=2\). For \(d=0\) the sum over \(\mathbf p\) converges conditionally and needs a regularisation, which is supplied next in real space.

Two functions with the same \(f_0\) at the origin differ by a function whose singularity starts at degree two, so their errors agree to order \(1/N\). We may replace \(F\) by \(f_0\) times a Gaussian. With \(\eta\) proportional to \(1/n^2\), the coefficient becomes

\[
E_N-E_\infty=\frac{C_s}{N}+O(N^{-5/3}),
\]

\[
C_s=\lim_{\eta\to0}\left[
\sum_{\mathbf m}{}'f_0(\hat{\mathbf x})e^{-\eta|\mathbf x|^2}
-\int f_0(\hat{\mathbf x})e^{-\eta|\mathbf x|^2}d^3x\right].
\]

The prime omits \(\mathbf x=0\) when it occurs, and \(f_0(\hat{\mathbf x})\) is evaluated in the Cartesian direction belonging to \(\mathbf x\). The staggered mesh removes the \(1/N\) error if and only if \(C_s=0\) for the half-step shift.

### Constant limit: cubic crystals

For constant \(f_0\), Poisson summation of the Gaussian gives

\[
\sum_{\mathbf m}e^{-\eta|\mathbf m+\mathbf s|^2}
=\left(\frac\pi\eta\right)^{3/2}
\left[1+\sum_{\mathbf p\ne0}e^{2\pi i\mathbf p\cdot\mathbf s}e^{-\pi^2p^2/\eta}\right].
\]

The first term is the integral, and the rest vanishes as \(\eta\to0\). Hence \(C_s=0\) on the staggered mesh. On the standard mesh the omitted origin would have contributed \(f_0\), so \(C_0=-f_0\). The integrand of \(f_0\) is the sum of \(\ln(1+h)-h\) over the eigenvalues \(h\ge0\) of the limiting matrix \(-V^{1/2}\chi_0V^{1/2}\). Since \(\ln(1+h)<h\) for \(h>0\), \(f_0\) is negative, and the standard energy lies above the limit at leading order.

The next term fixes what remains after staggering. In a cubic crystal, the singular part of \(F_2\) is a quartic polynomial divided by \(|\mathbf q|^2\). Cubic symmetry allows two quartic invariants, \(|\mathbf q|^4\) and \(\sum_iq_i^4\), so

\[
F_2=\alpha|\mathbf q|^2+\beta\,\frac{\sum_iq_i^4}{|\mathbf q|^2}.
\]

This is written for a simple cubic cell, where reduced and Cartesian directions coincide. The \(\alpha\) term is smooth and causes no algebraic error. Inserting \(\mathbf q=\mathbf x/n\) into the other gives

\[
E_N-E_\infty\simeq\frac{\beta Z}{n^5}=\frac{\beta Z}{N^{5/3}},
\]

where \(Z\) is the regularised sum minus integral of \(\sum_ix_i^4/|\mathbf x|^2\) over the half-shifted lattice. To find \(\beta\), compare two directions at the same small radius \(r\). The ratio \(\sum_iq_i^4/|\mathbf q|^4\) is 1 along (100) and \(1/3\) along (111), so \(F_{100}-F_{111}=\tfrac23\beta r^2\) at leading order.

### Weak anisotropy on a cubic-shaped mesh

Suppose the reciprocal cell is cubic but the response is slightly anisotropic, \(\varepsilon_M=\bar\varepsilon+\delta\varepsilon\), with scalar \(\bar\varepsilon(i\omega)\). Then

\[
\ln(\hat{\mathbf q}\cdot\varepsilon_M\hat{\mathbf q})
=\ln\bar\varepsilon
+\frac{\hat{\mathbf q}\cdot\delta\varepsilon\,\hat{\mathbf q}}{\bar\varepsilon}
-\frac{(\hat{\mathbf q}\cdot\delta\varepsilon\,\hat{\mathbf q})^2}{2\bar\varepsilon^2}+\cdots .
\]

The linear term and the head term \(\hat{\mathbf q}\cdot H\hat{\mathbf q}\) are quadratic forms in \(\hat{\mathbf q}\). On the half-shifted cubic lattice, products such as \(\hat x\hat y\) cancel by reflection. By permutation symmetry, \(\hat x^2\), \(\hat y^2\) and \(\hat z^2\) have equal regularised sums, and together they give that of the constant 1, which is zero. Thus \(C_s\) starts at second order in \(\delta\varepsilon\), through the logarithm. If the reciprocal mesh itself lacks cubic symmetry, this cancellation of the linear term is not guaranteed.

## Two model insulators

Each model has two sites, A and B, in a simple cubic cell with \(a=5\) bohr, two electrons per cell, and the Hamiltonian

\[
h(\mathbf k)=\begin{pmatrix}D&f\\f&-D\end{pmatrix},
\qquad D=0.05\ \text{Ha}.
\]

Its bands are \(\pm\sqrt{D^2+f^2}\), with a minimum gap of \(2D=0.1\) Ha. With \(t=0.05\) Ha the hopping functions are

\[
f_{\rm cubic}=t\prod_i\cos\frac{k_ia}2,
\qquad
f_{\rm chain}=t\cos\frac{k_za}2\,[1+0.2(\cos k_xa+\cos k_ya)].
\]

Site B is at the cell centre in the cubic model and at \((0,0,a/2)\) in the chain model. Site charges are Gaussians with \(\sigma=1\) bohr, and overlap charge between sites is neglected:

\[
V_{\mu\nu}(\mathbf q)=\frac{4\pi}{a^3}\sum_{\mathbf G}
\frac{e^{-\sigma^2|\mathbf q+\mathbf G|^2}}{|\mathbf q+\mathbf G|^2}
\cos[\mathbf G\cdot(\boldsymbol\tau_\mu-\boldsymbol\tau_\nu)].
\]

These are models for studying mesh errors, not predictions for materials.

The limit \(E_\infty\) requires a quadrature that tolerates a direction-dependent value at the origin. Divide the positive octant of the zone into three pyramids with apex at \(\mathbf q=0\). In one of them set \(\mathbf q=(r,ru,rv)\), with \(0<r<\tfrac12\) and \(0<u,v<1\). The Jacobian is \(r^2\). Direction now depends on \(u,v\) alone, and \(F\) is smooth in all three variables, so Gauss quadrature converges rapidly. It gives \(E_\infty=-1.07656\) mHa (\(-0.029295\) eV) per cell for the cubic model and \(-3.74264\) mHa for the chains.

### Cubic model

The static dielectric constant is 1.61 in every direction, and \(f_0=-2.28631\) mHa. The predicted standard error at \(n=20\) is \(2.28631/8000=2.858\times10^{-4}\) mHa; the mesh calculation gives \(2.852\times10^{-4}\) mHa.

For the staggered mesh, \(\beta=-4.18413\) mHa and \(Z=-0.519366\), so \(\beta Z=2.1731\) mHa. Division by \(20^5=3.2\times10^6\) predicts \(6.79\times10^{-7}\) mHa, against \(6.80\times10^{-7}\) mHa found. Between \(n=16\) and \(n=20\) the error scales as \(N^{-1.667}\). Even at \(n=4\), staggering reduces the error relative to \(E_\infty\) from 3.7% to 0.19%.

There is an alternative: keep the standard mesh and add the missing contribution \(f_0/N\). At \(n=20\) this leaves \(-5.91\times10^{-7}\) mHa, close in size to the staggered error. It needs the long-wavelength response but no second set of bands. Staggering needs the second set but no derivative at \(\mathbf q=0\).

### Chain model

The static dielectric constant is 3.08 along the chains and 1.07 across them. Correspondingly, \(f_0\) is \(-16.06\) mHa along \(z\) and \(-0.85\) mHa along \(x\). The lattice sums predict

\[
C_{\rm staggered}=5.755\ \text{mHa},\qquad
C_{\rm standard}=0.110\ \text{mHa}.
\]

Extrapolation of \(N(E_N-E_\infty)\) from \(n=12\) and 16, with the next correction proportional to \(1/n^2\), gives 5.753 and 0.112 mHa. The \(1/N\) error therefore survives staggering, with a coefficient 52 times that of the standard mesh that omits \(\mathbf q=0\) entirely. Keeping the body term at \(\mathbf q=0\) changes \(C_{\rm standard}\) to \(-0.70\) mHa and the ratio to about 8 in magnitude.

The small standard coefficient results from a cancellation. Split \(f_0\) into its angular mean \(\langle f_0\rangle\) and a remainder. The omitted origin makes the mean contribute \(-\langle f_0\rangle\) to \(C_{\rm standard}\). In this model the wings vanish, so \(\varepsilon_M=1+H\), because both site charges lie on inversion centres. Inversion symmetry of the crystal alone would not remove them. The same holds for the cubic model, so neither model exercises the local-field term \(WB^{-1}W^\dagger\). The directional part of the integrand is then \(\ln(1+h)-h\), with \(h=\hat{\mathbf q}\cdot H\hat{\mathbf q}\). It decreases with \(h\), and \(h\) grows linearly with \(\hat q_z^2\). Hence \(f_0\) lies between its values along \(x\) and \(z\), and \(-\langle f_0\rangle>0.85\) mHa. To reach a total of 0.11 mHa, the remainder must contribute less than \(-0.74\) mHa. Nothing in the derivation enforces such a cancellation, so it should not be expected to carry over to other anisotropic crystals.

The coefficient depends on the shift and can change sign with it: the same lattice sum gives \(2.07\) mHa for \(\mathbf s=(\tfrac12,\tfrac12,0)\) and \(-12.27\) mHa for \(\mathbf s=(0,0,\tfrac12)\). One remedy, for any shift, is to subtract \(C_s/N\), computed from the long-wavelength response. At \(n=16\) the staggered error becomes

\[
1.3964\times10^{-3}-\frac{5.75472}{4096}
=-8.6\times10^{-6}\ \text{mHa}.
\]

The same treatment of the standard mesh leaves \(3.3713\times10^{-5}-0.11036/4096=6.8\times10^{-6}\) mHa. Once the tensors are known, the two meshes perform similarly here, and staggering has lost its practical advantage of not needing them. The full sequence of mesh errors is in the numerical output.

## Computed values

```
lattice constant 5.0 bohr; charge width 1.0 bohr
site energy +-D, D = 0.050 Ha; hopping amplitude 0.050 Ha
chain side-coupling ratio 0.20; minimum gap 0.100 Ha
cubic n=4 staggered: eigenvalues -1.0745217 mHa, frequency -1.0745217 mHa
chain n=4 staggered: eigenvalues -3.6582267 mHa, frequency -3.6582267 mHa
cubic fixed-q k-sum error, n=4,8,12 (mHa): 5.17e-03, 1.69e-06, 1.48e-09
cubic static eps: xx 1.6086, zz 1.6086
cubic f0 along x -2.28631, along z -2.28631 mHa
chain static eps: xx 1.0734, zz 3.0766
chain f0 along x -0.85374, along z -16.06237 mHa
cubic infinite-mesh energy -1.0765647 mHa per cell; 8-to-12-node change 7.2e-10 mHa
chain infinite-mesh energy -3.7426418 mHa per cell; 8-to-12-node change 1.2e-08 mHa
cubic infinite-mesh energy -0.029295 eV per cell
cubic errors (mHa): standard | standard + f0/N | staggered
  n= 4 N=  64: 3.9581e-02 | 3.8570e-03 | 2.0430e-03
  n= 8 N= 512: 4.4093e-03 | -5.6194e-05 | 6.6622e-05
  n=12 N=1728: 1.3155e-03 | -7.6353e-06 | 8.7537e-06
  n=16 N=4096: 5.5637e-04 | -1.8070e-06 | 2.0753e-06
  n=20 N=8000: 2.8520e-04 | -5.9131e-07 | 6.7971e-07
chain errors (mHa): standard | staggered | staggered - C/N
  n= 4 N=  64: 2.9277e-02 | 8.4415e-02 | -5.5024e-03
  n= 8 N= 512: 4.6047e-04 | 1.0989e-02 | -2.5081e-04
  n=12 N=1728: 9.1849e-05 | 3.2948e-03 | -3.5484e-05
  n=16 N=4096: 3.3713e-05 | 1.3964e-03 | -8.5734e-06
cubic standard 1/N coefficient: predicted 2.28631, from meshes 2.28633 mHa
chain standard 1/N coefficient: predicted 0.11036, from meshes 0.11157 mHa
chain staggered 1/N coefficient: predicted 5.75472, from meshes 5.75329 mHa
chain |C staggered / C standard| = 52.1456
cubic beta -4.18413 mHa; quartic lattice sum -0.519366
cubic staggered N^(-5/3) coefficient: predicted 2.17310, from meshes 2.17322 mHa
cubic staggered error exponent in N, n=16 to 20: -1.6674
```
